\section*{Inverting the electron anomaly for the fine-structure constant}

\section{Problem}

The electron has magnetic $g$-factor $g=2(1+a_e)$, and its anomaly has been measured as
\begin{equation}
a_e=1159652180.59(13)\times10^{-12}.
\end{equation}
In the Standard Model the anomaly is a function of the fine-structure constant $\alpha$. With $x=\alpha/\pi$,
\begin{equation}
a(x)=P(x)+a_{\rm had}+a_{\rm weak},\qquad P(x)=\sum_{k=1}^{5}C_kx^k .
\label{model}
\end{equation}
Each $C_k$ is an electron-only coefficient plus the corrections from muon and tau loops. The data are as follows.

\begin{center}
\begin{tabular}{clll}
$k$ & electron only & muon & tau\\ \hline
1 & $0.5$ & -- & --\\
2 & $-0.328478965579$ & part (a) & part (a)\\
3 & $1.181241456587$ & $-7.37394\times10^{-6}$ & $-6.583\times10^{-8}$\\
4 & $-1.912245764926$ & $9.16197\times10^{-4}$ & $7.429\times10^{-6}$\\
5 & $6.737(159)$ & $-0.00382(39)$ & --
\end{tabular}
\end{center}

The remaining terms are $a_{\rm had}=1.693(12)\times10^{-12}$ and $a_{\rm weak}=0.03053(23)\times10^{-12}$. The mass ratios are $m_e/m_\mu=4.8363317\times10^{-3}$ and $m_e/m_\tau=2.87585\times10^{-4}$. Figures in parentheses are standard deviations in the last digits, and the input errors are taken as independent. The measured anomaly, the higher-loop coefficients and the hadronic and weak terms are given, not derived here.

For part (a), two facts about the one-loop vertex and vacuum polarization are also given. A vector particle of mass $\sqrt s$, coupled to the electron like a photon, contributes $xK(s)$ to the anomaly, where
\begin{equation}
K(s)=\int_0^1\!dz\,\frac{z^2(1-z)}{z^2+(1-z)\,s/m_e^2}.
\label{K}
\end{equation}
A loop of leptons of mass $M$ in the photon line acts as a superposition of such particles, so that its contribution is $x^2A$ with
\begin{equation}
A=\int_{4M^2}^\infty\frac{ds}{s}\,\frac13\sqrt{1-\frac{4M^2}{s}}\left(1+\frac{2M^2}{s}\right)K(s).
\label{A}
\end{equation}
Here $\hbar=c=1$, and only mass ratios matter. The charge is defined at zero momentum transfer, so $\alpha$ is the low-energy constant. For a massless photon $K(0)=\int_0^1(1-z)\,dz=1/2$, which is $C_1$.

\begin{enumerate}
\item[(a)] Expand $A$ for small $r=m_e/M$ through order $r^4$, and evaluate it for the muon.
\item[(b)] Solve $a(x)=a_e$ for $1/\alpha$.
\item[(c)] Which terms of the theory matter for the ninth decimal of $1/\alpha$?
\item[(d)] Propagate the input errors and rank their sources.
\item[(e)] How far would a better measurement of $a_e$ help?
\end{enumerate}

\section{Hints}

\textbf{(a)} Put $y=1-z$ and $t=s/m_e^2$, and separate the part of $K$ that is exactly proportional to $1/t$. In the integral over $s$, use $u=4M^2/s$.

\textbf{(b)} The one-loop term is by far the largest. Leave it on one side, put everything else on the other, and iterate. The derivative of the right-hand side gives the rate of convergence.

\textbf{(c)} Set one term to zero and solve again. Before calculating, decide which way $\alpha$ must move.

\textbf{(d)} Differentiate $P(x)=a_e-a_{\rm had}-a_{\rm weak}$. A change in a measured number and a change in a theoretical term enter with opposite signs.

\textbf{(e)} Compare errors of the anomaly itself before converting them to errors of $1/\alpha$.

\section{Solution}

\subsection*{(a) The heavy-lepton loop}

Let $D=(1-y)^2+yt$ be the denominator in (\ref{K}). Since $y=[D-(1-y)^2]/t$,
\begin{equation}
K=\int_0^1\!dy\,\frac{(1-y)^2y}{D}=\frac1{3t}-\frac1t\int_0^1\!dy\,\frac{(1-y)^4}{D}.
\end{equation}
For large $t$, write $(1-y)^4=1+[(1-y)^4-1]$ in the last integral. The first piece is dominated by small $y$, where $D\simeq1+yt$, and gives $\ln t/t$. In the second piece the bracket vanishes at $y=0$, so $D\simeq yt$ may be used. With $z=1-y$ it gives
\begin{equation}
-\frac1t\int_0^1\frac{1-z^4}{1-z}\,dz=-\frac1t\left(1+\frac12+\frac13+\frac14\right)=-\frac{25}{12\,t}.
\end{equation}
Therefore, up to terms of order $\ln t/t^3$,
\begin{equation}
K\simeq\frac1{3t}-\frac{1}{t^2}\left(\ln t-\frac{25}{12}\right).
\label{Klarge}
\end{equation}

With $u=4M^2/s$ we have $t=4/(r^2u)$, and $ds/s$ becomes $du/u$ on $0<u<1$. Define $I_n=\int_0^1u^n\sqrt{1-u}\,du$. Integration by parts gives
\begin{equation}
I_n=\frac{2n}{2n+3}I_{n-1},\qquad I_0=\frac23,\quad I_1=\frac4{15},\quad I_2=\frac{16}{105}.
\label{rec}
\end{equation}
The first term of (\ref{Klarge}) is $r^2u/12$. It contributes
\begin{equation}
\frac{r^2}{36}\left(I_0+\frac{I_1}{2}\right)=\frac{r^2}{36}\cdot\frac45=\frac{r^2}{45}.
\end{equation}
The second term, with $1/t^2=r^4u^2/16$, contributes
\begin{equation}
-\frac{r^4}{48}\int_0^1\!du\,u\sqrt{1-u}\left(1+\frac u2\right)\left[2\ln2-2\ln r-\ln u-\frac{25}{12}\right].
\label{second}
\end{equation}
The logarithmic integrals $L_n=\int_0^1u^n\sqrt{1-u}\,\ln u\,du$ are derivatives of $I_n$ with respect to $n$. Differentiating (\ref{rec}) gives
\begin{equation}
L_n=\frac{2n}{2n+3}L_{n-1}+\frac{6}{(2n+3)^2}I_{n-1}.
\end{equation}
The starting value follows from $v=\sqrt{1-u}$ and one integration by parts, with $\frac23(v^3-1)$ as the integral of $2v^2$ so that the boundary terms vanish:
\begin{align}
L_0&=\int_0^1 2v^2\ln(1-v^2)\,dv=-\frac43\int_0^1\frac{v^3+v^2+v}{1+v}\,dv\nonumber\\
&=-\frac43\int_0^1\left(v^2+1-\frac1{1+v}\right)dv=\frac43\ln2-\frac{16}9 .
\end{align}
Hence $L_1=\frac8{15}\ln2-\frac{124}{225}$ and $L_2=\frac{32}{105}\ln2-\frac{3112}{11025}$, so that
\begin{equation}
L_1+\frac{L_2}2=\frac{24}{35}\ln2-\frac{848}{1225},\qquad I_1+\frac{I_2}2=\frac{12}{35}.
\end{equation}
In (\ref{second}) the $\ln2$ terms cancel. The integral is $-\frac{24}{35}\ln r-\frac57+\frac{848}{1225}=-\frac{24}{35}\ln r-\frac{27}{1225}$, and
\begin{equation}
A\simeq\frac{r^2}{45}+r^4\left(\frac{\ln r}{70}+\frac9{19600}\right).
\label{Asmall}
\end{equation}

For the muon the first term is $5.1978010\times10^{-7}$ and the second is $-0.0004142\times10^{-7}$. Their sum, $5.1973868\times10^{-7}$, agrees with direct quadrature of (\ref{A}). For the tau, quadrature gives $1.837891\times10^{-9}$. The factor $r^2$ expresses decoupling: at two loops, the effect of a heavy lepton on the electron anomaly falls as the square of the mass ratio, to leading order. The three- and four-loop coefficients in the table also fall from muon to tau, but less steeply than $r^2$. The expansion fails when $r$ is not small. For equal masses the integral is $119/36-\pi^2/3=0.0156874$, whereas $r^2/45$ alone would give $0.0222$. This equal-mass value was also tested by quadrature, and it checks the normalization of (\ref{A}).

\subsection*{(b) The inversion}

Subtract the two constant terms from the measurement:
\begin{equation}
b=a_e-a_{\rm had}-a_{\rm weak}=1159652178.86647\times10^{-12}.
\end{equation}
The hadronic term does depend on $\alpha$, its leading part as $\alpha^2$. It is treated as fixed because $\alpha$ is already known closely enough to evaluate it: a relative change of $10^{-10}$ in $\alpha$ would change it by only a few times $10^{-22}$.

The equation $P(x)=b$ becomes the iteration
\begin{equation}
x_{n+1}=G(x_n),\qquad G(x)=\frac1{C_1}\left(b-\sum_{k=2}^5C_kx^k\right).
\label{fixed}
\end{equation}
Near the solution $x_*$, the error obeys $x_{n+1}-x_*\simeq G'(x_*)(x_n-x_*)$, with
\begin{equation}
G'(x_*)=-\frac{P'(x_*)-C_1}{C_1}=-\frac{0.498493-0.5}{0.5}=0.003014 .
\end{equation}
Its size comes mainly from the two-loop term, since $-2C_2x_*/C_1\simeq0.00305$. On the whole interval $0<x<0.01$ the same estimate gives $|G'|<0.014$. There $P'=C_1(1-G')$ is positive, so $P$ rises steadily and the interval contains one root. This is the physical root, the one that goes to zero with $b$. The other four roots are far away. On the circle $|x|=0.3$ the term $C_1x$ has modulus $0.15$, while $b$ and the higher terms add up to less than $0.1$ in modulus. By Rouch\'e's theorem the disc therefore holds only one root, as $C_1x$ does. For $|x|>0.3$ the five-loop term exceeds the four-loop term, since $|C_5/C_4|\simeq3.5$, so a truncated series is not meaningful there.

Start from $x_0=2a_e$, which is Schwinger's one-loop result solved for $x$. The successive values of $1/\alpha=1/(\pi x_n)$ are
\begin{align}
n=0:&\quad137.243688889\nonumber\\
n=1:&\quad137.036623718\nonumber\\
n=2:&\quad137.036001049\nonumber\\
n=3:&\quad137.035999172\nonumber\\
n=4:&\quad137.035999166 .
\end{align}
The approach is from above because $G'$ is positive and $x_0$ lies below the root. Each step reduces the distance by a factor of about 330. At $n=3$ the remaining distance is $6\times10^{-9}$, still visible in the ninth decimal, so the fourth step is needed.

The solution can be checked by adding up the terms. In units of $10^{-12}$, the contributions beyond one loop are
\begin{center}
\begin{tabular}{lr}
two loops & $-1772305.0607$\\
three loops & $14804.2036$\\
four loops & $-55.6680$\\
five loops & $0.4556$\\
muon, all orders given & $2.7382$\\
tau, all orders given & $0.0093$\\
hadronic & $1.6930$\\
weak & $0.0305$\\ \hline
sum & $-1757551.5985$
\end{tabular}
\end{center}
Subtracting this sum from $a_e$ leaves $1161409732.1885\times10^{-12}$ for the one-loop term $x/2$. Hence $x=0.002322819464377$ and
\begin{equation}
\boxed{\;1/\alpha=137.035999166\;}
\label{result}
\end{equation}
or $\alpha=7.297352565\times10^{-3}$. In Hartree atomic units the same number $1/\alpha$ is the speed of light. The iteration was tested against the smallest root of the full polynomial, found by a separate root finder.

\subsection*{(c) Which terms are needed}

If a positive term is left out, the rest of the theory must supply a larger anomaly. Then $\alpha$ rises and $1/\alpha$ falls. Solving again without each term gives these changes of $1/\alpha$:
\begin{center}
\begin{tabular}{lr@{\qquad}lr}
two loops & $+2.09\times10^{-1}$ & muon & $-3.24\times10^{-7}$\\
three loops & $-1.75\times10^{-3}$ & hadronic & $-2.00\times10^{-7}$\\
four loops & $+6.59\times10^{-6}$ & weak & $-3.6\times10^{-9}$\\
five loops & $-5.4\times10^{-8}$ & tau & $-1.1\times10^{-9}$
\end{tabular}
\end{center}
All of them affect the ninth decimal. The tau term is the smallest, yet without it the rounded result would end in 165 instead of 166.

The muon entry also needs more than its leading term. The parts of order $x^2$, $x^3$ and $x^4$ are $2.804$, $-0.092$ and $0.027$ in units of $10^{-12}$. Keeping the first alone would raise the anomaly by $0.066\times10^{-12}$ and $1/\alpha$ by about $8\times10^{-9}$.

\subsection*{(d) Error propagation and ranking}

Let the measured anomaly change by $\delta a_e$ and the theoretical expression, at fixed $x$, by $\delta a_{\rm th}$. To first order,
\begin{equation}
P'(x)\,\delta x=\delta a_e-\delta a_{\rm th}.
\end{equation}
Because $1/\alpha=1/(\pi x)$, we have $\delta(1/\alpha)=-\delta x/(\pi x^2)=-(1/\alpha)\,\delta x/x$. Therefore
\begin{equation}
\delta\!\left(\frac1\alpha\right)=-S\,(\delta a_e-\delta a_{\rm th}),\qquad S=\frac{1/\alpha}{xP'(x)} .
\label{errors}
\end{equation}
Numerically,
\begin{equation}
S=\frac{137.036}{0.00232282\times0.498493}=1.1835\times10^5 .
\end{equation}
At one loop $xP'=a$, so the relative error of $\alpha$ equals that of $a_e$. With the higher loops the ratio of the two is $a_e/(xP')=1.0015$, hardly different.

For the five-loop coefficient, $\delta a_{\rm th}=x^5\,\delta C_5=6.762\times10^{-14}\times0.159=1.075\times10^{-14}$. The other entries follow in the same way:
\begin{center}
\begin{tabular}{lrr}
source & error of $a$ ($10^{-15}$) & error of $1/\alpha$ ($10^{-9}$)\\ \hline
measured $a_e$ & 130 & 15.39\\
hadronic term & 12.0 & 1.42\\
five-loop coefficient & 10.8 & 1.27\\
weak term & 0.23 & 0.027\\
muon, five loops & 0.026 & 0.003
\end{tabular}
\end{center}
The mass ratios have relative errors of about $2.3\times10^{-8}$ (muon) and $6.6\times10^{-5}$ (tau). Since $A\simeq r^2/45$, we have $\delta A\simeq2A\,\delta r/r$, which is $2.4\times10^{-14}$ and $2.4\times10^{-13}$. Multiplied by $Sx^2$, these give $0.00002\times10^{-9}$ and $0.00016\times10^{-9}$ in $1/\alpha$. Independent errors add in quadrature:
\begin{equation}
\sqrt{15.39^2+1.42^2+1.27^2}\times10^{-9}=15.5\times10^{-9}.
\end{equation}
The weak and smaller entries do not alter these digits. The result is $1/\alpha=137.035999166(16)$, a relative error of $1.1\times10^{-10}$.

The measurement supplies 98.5\% of the variance, because squaring turns a ratio of about eleven between the first two errors into a ratio above one hundred. Formula (\ref{errors}) was tested by solving again with each input shifted up and down by its error. The quadrature sum was tested by inverting randomly drawn inputs, whose spread, $15.48\times10^{-9}$, agrees within the 1\% tolerance set for the test.

The ranking concerns the quoted errors. It says nothing about a mistake in an input or a correlation between inputs.

\subsection*{(e) The value of a better measurement}

Without the measurement, the combined error of the theory is $16.1\times10^{-15}$ in $a$. The measurement error would have to fall from $130\times10^{-15}$ to this value, by a factor of 8.1, before both contributed equally.

A tenfold better measurement would give a total error of
\begin{equation}
S\sqrt{13.0^2+16.1^2}\times10^{-15}=2.45\times10^{-9}
\end{equation}
in $1/\alpha$. This is an improvement by a factor of 6.3, not 10. Even a perfect measurement would leave the theory error, $1.9\times10^{-9}$ in $1/\alpha$. To go well below that value, the hadronic term and the five-loop coefficient would both have to improve, since their errors are nearly equal and removing one would leave the other.

\section{Variations}

\subsection*{Variation 1: other high-order coefficients}

\textit{A separate evaluation of the electron-only five-loop coefficient lies near 5.9. What does this value give for $1/\alpha$? What would a six-loop coefficient of 10 do?}

The coefficient changes by $5.9-6.737=-0.837$. This is a theoretical change, so (\ref{errors}) gives
\begin{equation}
\delta(1/\alpha)=S\,x^5(-0.837)=-6.7\times10^{-9},
\end{equation}
and $1/\alpha=137.035999160$. A complete re-solution gives the same shift. The value in (\ref{result}) is therefore conditional on the coefficient 6.737, which is the older of the two evaluations; later work on this coefficient lies near 5.9.

The shift is 0.43 of the total error, so the choice of coefficient moves $1/\alpha$ by less than its present uncertainty. This does not make the two evaluations agree: both results use the same measured $a_e$, whose error cancels in their difference, and the shift is 5.3 times the error quoted for the coefficient. If the difference between the evaluations were itself counted as an uncertainty, the five-loop coefficient would move from third to second place in the ranking. After a tenfold better measurement, the choice between the two values would matter more than the combined error found in part (e).

The six-loop coefficient is an assumed size, not a calculated value. Its effect is $S\,x^6\times10=+0.19\times10^{-9}$. To match the hadronic error it would have to be about 76. Measured against the quoted errors, truncation after five loops is thus harmless unless the next coefficient is much larger than those before it. The rounded ninth decimal is more fragile: the unrounded result is $137.0359991663$, so a coefficient above about $+11$ would already turn 166 into 167.

\subsection*{Variation 2: a test for new physics}

\textit{Suppose that $1/\alpha_0$, with error $\sigma_0$, is known from an experiment that does not use $a_e$. What can be learned about an additional contribution $\delta$ to the anomaly? Apply the result to a new vector particle of mass $M_V$.}

The inversion in part (b) assumed $\delta=0$, so by itself it cannot test the theory: any $\delta$ would be absorbed into $\alpha$. With the independent value, the true relation is $a_e=a(x_0)+\delta$, where $x_0=\alpha_0/\pi$. The inferred $x$ satisfies $a_e=a(x)$. Subtraction gives $\delta=a(x)-a(x_0)\simeq P'(x)(x-x_0)$, or
\begin{equation}
\delta=\frac1S\left(\frac1{\alpha_0}-\frac1\alpha\right),\qquad
\sigma_\delta^2=\sigma_{a_e}^2+\sigma_{\rm th}^2+\left(\frac{\sigma_0}S\right)^2 .
\end{equation}
A positive $\delta$ makes the inferred $1/\alpha$ too small. If $\sigma_0$ were negligible, the sensitivity would be $\sqrt{130^2+16.1^2}\times10^{-15}=1.31\times10^{-13}$. An error $\sigma_0=15.5\times10^{-9}$ would contribute an equal amount and raise it by a factor $\sqrt2$.

Let the new particle couple to the electron like a photon, with strength $\alpha'$ in place of $\alpha$. By (\ref{K}) it contributes $\delta=(\alpha'/\pi)K(M_V^2)$. There are two simple limits:
\begin{equation}
\delta\simeq\frac{\alpha'}{3\pi}\frac{m_e^2}{M_V^2}\quad(M_V\gg m_e),\qquad
\delta\simeq\frac{\alpha'}{2\pi}\quad(M_V\ll m_e).
\end{equation}
For a particle as heavy as the muon, $m_e^2/M_V^2=2.339\times10^{-5}$. A contribution of one standard deviation then corresponds to
\begin{equation}
\alpha'=\frac{3\pi\times1.31\times10^{-13}}{2.339\times10^{-5}}=5.3\times10^{-8},
\end{equation}
about $7\times10^{-6}$ of $\alpha$. In the light limit the corresponding value is $\alpha'=2\pi\times1.31\times10^{-13}=8.2\times10^{-13}$. These numbers measure sensitivity and are not exclusion limits, which would require an actual value of $\alpha_0$. They also assume that the new particle does not disturb the experiment that determines $\alpha_0$, and this must be checked separately, above all for a light particle with a long range.

The iterates and error contributions are listed to more digits in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
measured anomaly: 1159652180.59 e-12
electron/muon mass ratio: 4.836331700e-03
electron/tau mass ratio: 2.875850e-04
electron-only coefficient, loop 1: 0.500000000000
electron-only coefficient, loop 2: -0.328478965579
electron-only coefficient, loop 3: 1.181241456587
electron-only coefficient, loop 4: -1.912245764926
electron-only coefficient, loop 5: 6.737000000000
coefficient mu4 (of x^2): 5.1973868e-07
coefficient mu6 (of x^3): -7.3739400e-06
coefficient mu8 (of x^4): 9.1619700e-04
coefficient mu10 (of x^5): -3.8200000e-03
coefficient tau4 (of x^2): 1.8378910e-09
coefficient tau6 (of x^3): -6.5830000e-08
coefficient tau8 (of x^4): 7.4290000e-06
equal-mass loop coefficient, quadrature: 0.015687422
iterate 0, 1/alpha: 137.243688888613
iterate 1, 1/alpha: 137.036623718034
iterate 2, 1/alpha: 137.036001048632
iterate 3, 1/alpha: 137.035999171961
iterate 4, 1/alpha: 137.035999166304
contraction factor, predicted: 0.003014
contraction factor, observed: 0.003014
x = alpha/pi: 0.002322819464377
slope dP/dx: 0.498493033
RESULT 1/alpha (= c in Hartree units): 137.0359991663
one-loop contribution to a: 1161409732.1885 e-12
term: contribution to a [e-12]; change of 1/alpha if omitted
  two loops: -1772305.060740; +2.0943e-01
  three loops: 14804.203635; -1.7521e-03
  four loops: -55.667989; +6.5882e-06
  five loops: 0.455558; -5.3914e-08
  muon: 2.738243; -3.2406e-07
  tau: 0.009308; -1.1015e-09
  hadronic: 1.693000; -2.0036e-07
  weak: 0.030530; -3.6132e-09
ranked source: input error; error of a [e-15]; of 1/alpha [e-9]
  measured: 1.300e-13; 130.000000; 15.3852116
  hadronic: 1.200e-14; 12.000000; 1.4201734
  loop5: 1.590e-01; 10.751632; 1.2724318
  weak: 2.300e-16; 0.230000; 0.0272200
  mu10: 3.900e-04; 0.026372; 0.0031211
  tau4: 2.428e-13; 0.001310; 0.0001551
  mu4: 2.364e-14; 0.000128; 0.0000151
combined error of 1/alpha: 15.503 e-9
combined error from random inputs: 15.480 e-9
relative error of alpha: 1.131e-10
combined theory error of a: 16.114 e-15
1/alpha with five-loop coefficient 5.9: 137.0359991596
shift from that change: -6.698 e-9
shift for assumed six-loop coefficient 10: +0.186 e-9
\end{verbatim}
